# Absorption current proportional to 1/t from a flat distribution of barriers: verification in Python

```python
"""
Absorption current of independent two-orientation dipoles with a flat
distribution of barriers W between W_LOW and W_HIGH.

Result under test, for a weak field switched on at t = 0:
    j(t) = (A/t) [exp(-t/tau_high) - exp(-t/tau_low)],
    A = N p^2 F / (3 (W_HIGH - W_LOW)),
    tau(W) = exp(W/theta) / (2 nu),   theta = k_B T.
N: dipole density, p: dipole moment, F: field on a dipole, nu: attempt rate.
Hence j = A/t for tau_low << t << tau_high.
Units: eV, angstrom, elementary charge e, V/angstrom, second.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import diags

K_B = const.k / const.e
TEMPERATURE = 300.0
COLD = 270.0
W_LOW, W_HIGH = 0.6, 1.2
NU = 1.0e12
MOMENT = 0.4
DENSITY = 1.0e-5
FIELD = 1.0e-3
TO_SI = const.e / const.angstrom**2     # e/angstrom^2 to C/m^2

theta = K_B * TEMPERATURE
width = W_HIGH - W_LOW
tau0 = 1.0 / (2.0 * NU)


def relaxation_time(barrier, thermal):
    return tau0 * np.exp(barrier / thermal)


def static_polarization(thermal):
    return DENSITY * MOMENT**2 * FIELD / (3.0 * thermal)


def plateau(spread):
    return DENSITY * MOMENT**2 * FIELD / (3.0 * spread)


def formula_current(t, amplitude, tau_a, tau_b):
    return amplitude * (np.exp(-t / tau_b) - np.exp(-t / tau_a)) / t


GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(400)


def direct_current(t, thermal, low, high, decay_energy=None):
    """Sum of exponential currents over the barriers, by quadrature."""
    barrier = low + 0.5 * (high - low) * (GAUSS_X + 1.0)
    share = GAUSS_W.copy()
    if decay_energy is not None:
        share = share * np.exp(-(barrier - low) / decay_energy)
    share = share / share.sum()
    tau = relaxation_time(barrier, thermal)
    t = np.atleast_1d(np.asarray(t, dtype=float))
    terms = np.exp(-t[:, None] / tau) / tau
    return static_polarization(thermal) * (terms @ share)


def direct_slope(t, decay_energy=None):
    """Local exponent -d ln j / d ln t by central difference."""
    h = 1.0e-3
    pair = direct_current([t * np.exp(-h), t * np.exp(h)], theta,
                          W_LOW, W_HIGH, decay_energy)
    return -np.log(pair[1] / pair[0]) / (2.0 * h)


tau_low = relaxation_time(W_LOW, theta)
tau_high = relaxation_time(W_HIGH, theta)
A = plateau(width)
P_static = static_polarization(theta)

# Closed form against quadrature over barriers, inside and outside the window
times = np.geomspace(0.01 * tau_low, 20.0 * tau_high, 200)
direct = direct_current(times, theta, W_LOW, W_HIGH)
closed = formula_current(times, A, tau_low, tau_high)
quadrature_error = np.max(np.abs(closed / direct - 1.0))
assert quadrature_error < 1.0e-8

# Finite initial current
start = direct_current(0.0, theta, W_LOW, W_HIGH)[0]
assert abs(start / (A * (1 / tau_low - 1 / tau_high)) - 1.0) < 1.0e-8

# Rate equations of the two orientations, at finite field and random axes
wx, ww = np.polynomial.legendre.leggauss(80)
cx, cw = np.polynomial.legendre.leggauss(3)
barriers = np.repeat(W_LOW + 0.5 * width * (wx + 1.0), 3)
cosines = np.tile(0.5 * (cx + 1.0), 80)
shares = np.repeat(0.5 * ww, 3) * np.tile(0.5 * cw, 80)


def evolve(initial, field, sample_times):
    """Population differences at the sample times and the polarization."""
    tilt = MOMENT * field * cosines
    gain = NU * np.exp(-(barriers - tilt) / theta)
    loss = NU * np.exp(-(barriers + tilt) / theta)

    def rate(log_t, m):
        return np.exp(log_t) * (gain * (1.0 - m) - loss * (1.0 + m))

    def jacobian(log_t, m):
        return diags(-np.exp(log_t) * (gain + loss), format="csc")

    log_times = np.log(np.asarray(sample_times))
    run = solve_ivp(rate, (np.log(1.0e-6 * tau_low), log_times[-1]), initial,
                    method="Radau", t_eval=log_times, jac=jacobian,
                    rtol=1.0e-7, atol=1.0e-10, max_step=0.1)
    assert run.success
    polarization = DENSITY * MOMENT * ((shares * cosines) @ run.y)
    return run.y, polarization


samples = np.array([0.3 * tau_low, 3 * tau_low, 1.0, 1000.0,
                    0.3 * tau_high, 3 * tau_high, 40 * tau_high])
states, P_t = evolve(np.zeros(barriers.size), FIELD, samples)
kinetic_error = 0.0
for k in range(5):
    charge = quad(lambda s: np.exp(s) * formula_current(
        np.exp(s), A, tau_low, tau_high),
        np.log(samples[k]), np.log(samples[k + 1]), limit=200)[0]
    kinetic_error = max(kinetic_error,
                        abs((P_t[k + 1] - P_t[k]) / charge - 1.0))
assert kinetic_error < 2.0e-3
assert abs(P_t[-1] / P_static - 1.0) < 1.0e-3
window_charge = P_t[3] - P_t[2]
assert abs(window_charge / (A * np.log(1000.0)) - 1.0) < 2.0e-3

# Total charge of the closed form is the static polarization
log_grid = np.linspace(np.log(1e-7 * tau_low), np.log(50 * tau_high), 8001)
flow = np.exp(log_grid) * formula_current(np.exp(log_grid), A,
                                          tau_low, tau_high)
total = np.sum(0.5 * (flow[1:] + flow[:-1]) * np.diff(log_grid))
assert abs(total / P_static - 1.0) < 1.0e-5

# Edges of the one-percent window, found from the quadrature
eps = 0.01


def shortfall(t):
    return t * direct_current(t, theta, W_LOW, W_HIGH)[0] / A - (1.0 - eps)


edge_early = brentq(shortfall, tau_low, 100 * tau_low)
edge_late = brentq(shortfall, 1.0e-4 * tau_high, tau_high)
assert abs(edge_early / (tau_low * np.log(1 / eps)) - 1.0) < 1.0e-6
assert abs(edge_late / (-tau_high * np.log(1 - eps)) - 1.0) < 1.0e-6

# Local exponent against its closed form
table_times = [tau_low, 1.0, 100.0, 1.0e4, tau_high]
slopes = [direct_slope(t) for t in table_times]
for t, slope in zip(table_times, slopes):
    a, b = t / tau_low, t / tau_high
    expected = 1 + (b * np.exp(-b) - a * np.exp(-a)) / (
        np.exp(-b) - np.exp(-a))
    assert abs(slope - expected) < 1.0e-5

# Which barriers relax at a given time
t_probe = 100.0
fine_w = np.linspace(W_LOW, W_HIGH, 200001)
fine_tau = relaxation_time(fine_w, theta)
activity = np.exp(-t_probe / fine_tau) / fine_tau
active_w = fine_w[np.argmax(activity)]
half = fine_w[activity > 0.5 * activity.max()]
active_width = half[-1] - half[0]
assert abs(active_w - theta * np.log(t_probe / tau0)) < 1.0e-5

# A distribution that is not flat gives another exponent
decay_energy = 0.2
tilted_slope = direct_slope(t_probe, decay_energy)
assert abs(tilted_slope - (1 + theta / decay_energy)) < 1.0e-4

# Amplitude does not depend on temperature, cutoffs do
theta_cold = K_B * COLD
warm_j = direct_current(t_probe, theta, W_LOW, W_HIGH)[0]
cold_j = direct_current(t_probe, theta_cold, W_LOW, W_HIGH)[0]
assert abs(cold_j / warm_j - 1.0) < 1.0e-5

# Narrow distribution: a maximum of t*j but no plateau
narrow = 2.0 * theta
narrow_high = relaxation_time(W_LOW + narrow, theta)


def negative_height(log_t):
    t = np.exp(log_t)
    return -t * direct_current(t, theta, W_LOW, W_LOW + narrow)[0] / plateau(
        narrow)


best = minimize_scalar(negative_height, method="bounded",
                       bounds=(np.log(0.1 * tau_low), np.log(10 * narrow_high)),
                       options={"xatol": 1.0e-8})
peak_time, peak_height = np.exp(best.x), -best.fun
peak_formula = np.log(narrow_high / tau_low) / (1 / tau_low - 1 / narrow_high)
height_formula = (1 - tau_low / narrow_high) * np.exp(
    -peak_formula / narrow_high)
assert abs(peak_time / peak_formula - 1.0) < 1.0e-4
assert abs(peak_height - height_formula) < 1.0e-7

# Discharge at zero field after a finite poling time, from rate equations
poling = 1000.0
poled = states[:, 3]
release_times = np.array([10.0, 100.0, 1.0e4, 3.0e4])
_, P_left = evolve(poled, 0.0, release_times)
released = [P_left[0] - P_left[1], P_left[2] - P_left[3]]
predicted = []
for first, last in [(10.0, 100.0), (1.0e4, 3.0e4)]:
    predicted.append(quad(lambda t: A * poling / (t * (t + poling)),
                          first, last)[0])
assert abs(released[0] / predicted[0] - 1.0) < 5.0e-3
assert abs(released[1] / predicted[1] - 1.0) < 5.0e-3

# Size of the neglected interaction and of the dielectric increment
coulomb = const.e / (4 * np.pi * const.epsilon_0 * const.angstrom)
interaction = coulomb * DENSITY * MOMENT**2
increment = 4 * np.pi * interaction / (3 * theta)
assert interaction < 0.01 * theta and increment < 0.01

print(f"temperature: {TEMPERATURE:.0f} K, theta = {theta:.6f} eV")
print(f"barriers: {W_LOW:.1f} to {W_HIGH:.1f} eV, width {width:.1f} eV")
print(f"width/theta: {width / theta:.3f}")
print(f"attempt rate: {NU:.1e} 1/s, tau0 = {tau0:.1e} s")
print(f"dipole moment: {MOMENT:.1f} e angstrom")
print(f"dipole density: {DENSITY:.1e} 1/angstrom^3")
print(f"field: {FIELD:.1e} V/angstrom")
print(f"p F/theta: {MOMENT * FIELD / theta:.5f}")
print(f"interaction energy scale: {interaction:.2e} eV")
print(f"dielectric increment: {increment:.5f}")
print(f"static polarization: {P_static:.4e} e/angstrom^2")
print(f"early cutoff tau_low: {tau_low:.4e} s")
print(f"late cutoff tau_high: {tau_high:.4e} s")
print(f"cutoff ratio: {tau_high / tau_low:.4e}")
print(f"amplitude A: {A:.4e} e/angstrom^2 = {A * TO_SI:.4e} C/m^2")
print(f"initial current: {start:.4e} e/(angstrom^2 s)")
print(f"one-percent window: {edge_early:.4e} s to {edge_late:.4e} s")
print(f"window length: {np.log10(edge_late / edge_early):.3f} decades")
print("time (s), j (e/(angstrom^2 s)), t j/A, local exponent:")
for t, slope in zip(table_times, slopes):
    j = direct_current(t, theta, W_LOW, W_HIGH)[0]
    print(f"  {t:.4e}  {j:.4e}  {t * j / A:.6f}  {slope:.5f}")
j_one = direct_current(1.0, theta, W_LOW, W_HIGH)[0]
print(f"current at 1 s: {j_one * TO_SI:.4e} A/m^2")
print(f"most active barrier at {t_probe:.0f} s: {active_w:.4f} eV")
print(f"full width at half maximum: {active_width:.4f} eV")
print(f"that width/theta: {active_width / theta:.3f}")
print(f"charge from 1 to 1000 s, kinetics: {window_charge:.4e} e/angstrom^2")
print(f"same charge, A ln(1000): {A * np.log(1000):.4e} e/angstrom^2")
print(f"share of static polarization: {window_charge / P_static:.4f}")
print(f"exponential density, decay energy: {decay_energy:.1f} eV")
print(f"its exponent at {t_probe:.0f} s: {tilted_slope:.5f}")
print(f"cold case: {COLD:.0f} K, theta = {theta_cold:.6f} eV")
print(f"cold tau_low: {relaxation_time(W_LOW, theta_cold):.4e} s")
print(f"cold tau_high: {relaxation_time(W_HIGH, theta_cold):.4e} s")
print(f"j(cold)/j(warm) at {t_probe:.0f} s: {cold_j / warm_j:.7f}")
print(f"narrow case width/theta: {narrow / theta:.1f}")
print(f"narrow case peak of t j/A: {peak_height:.4f} at {peak_time:.4e} s")
print(f"poling time: {poling:.0f} s")
print("charge released, kinetics and formula (e/angstrom^2):")
print(f"  10 to 100 s: {released[0]:.4e}  {predicted[0]:.4e}")
print(f"  1e4 to 3e4 s: {released[1]:.4e}  {predicted[1]:.4e}")
print(f"largest relative error, quadrature: {quadrature_error:.1e}")
print(f"largest relative error, kinetics: {kinetic_error:.1e}")
print("finished without a failed check")
```

Printed output:

```
temperature: 300 K, theta = 0.025852 eV
barriers: 0.6 to 1.2 eV, width 0.6 eV
width/theta: 23.209
attempt rate: 1.0e+12 1/s, tau0 = 5.0e-13 s
dipole moment: 0.4 e angstrom
dipole density: 1.0e-05 1/angstrom^3
field: 1.0e-03 V/angstrom
p F/theta: 0.01547
interaction energy scale: 2.30e-05 eV
dielectric increment: 0.00373
static polarization: 2.0630e-08 e/angstrom^2
early cutoff tau_low: 6.0052e-03 s
late cutoff tau_high: 7.2124e+07 s
cutoff ratio: 1.2010e+10
amplitude A: 8.8889e-10 e/angstrom^2 = 1.4242e-08 C/m^2
initial current: 1.4802e-07 e/(angstrom^2 s)
one-percent window: 2.7655e-02 s to 7.2488e+05 s
window length: 7.418 decades
time (s), j (e/(angstrom^2 s)), t j/A, local exponent:
  6.0052e-03  9.3567e-08  0.632121  0.41802
  1.0000e+00  8.8889e-10  1.000000  1.00000
  1.0000e+02  8.8889e-12  0.999999  1.00000
  1.0000e+04  8.8877e-14  0.999861  1.00014
  7.2124e+07  4.5339e-18  0.367879  2.00000
current at 1 s: 1.4242e-08 A/m^2
most active barrier at 100 s: 0.8513 eV
full width at half maximum: 0.0632 eV
that width/theta: 2.446
charge from 1 to 1000 s, kinetics: 6.1399e-09 e/angstrom^2
same charge, A ln(1000): 6.1402e-09 e/angstrom^2
share of static polarization: 0.2976
exponential density, decay energy: 0.2 eV
its exponent at 100 s: 1.12926
cold case: 270 K, theta = 0.023267 eV
cold tau_low: 7.9155e-02 s
cold tau_high: 1.2531e+10 s
j(cold)/j(warm) at 100 s: 1.0000014
narrow case width/theta: 2.0
narrow case peak of t j/A: 0.6323 at 1.3890e-02 s
poling time: 1000 s
charge released, kinetics and formula (e/angstrom^2):
  10 to 100 s: 1.9708e-09  1.9709e-09
  1e4 to 3e4 s: 5.5575e-11  5.5574e-11
largest relative error, quadrature: 6.0e-12
largest relative error, kinetics: 1.0e-04
finished without a failed check
```
